Why complementary two-junction memory cells do not double the read margin

A memory array stores 2³⁰ bits in magnetic tunnel junctions, one junction per bit, and reads them against a noiseless reference placed so that both states are equally reliable. About 16,600 bits are expected to read wrongly. Storing each bit in two junctions set to opposite states, and comparing them directly, lowers the expected number to about 12. If the second junction had doubled the read margin in standard deviations, the number would have been about 4 × 10⁻⁸. The pair is a large improvement, yet it falls short of the doubling rule by more than eight powers of ten.

The rule rests on a short argument. A single junction has to be told from a reference halfway between its two states, so it offers half of their separation as signal. A complementary pair offers the whole separation. The signal is twice as large, and so, it seems, is the margin. The example shows what this argument leaves out.

**The example**

A tunnel junction has a low resistance when its two magnetic layers are parallel (P) and a high one when they are antiparallel (AP). The tunnel magnetoresistance ratio, TMR, is the relative increase from P to AP. Take a junction 50 nm in diameter with a resistance-area product of 8 Ω μm² and a TMR of 100%. Its area is 0.001963 μm², so the mean resistances are

R_P = 8 Ω μm² / 0.001963 μm² = 4.074 kΩ

R_AP = (1 + 1.00) R_P = 8.149 kΩ.

Resistances differ from junction to junction. Let each state have a Gaussian distribution over the array with a standard deviation of 8% of its mean:

s_P = 0.08 × 4.074 kΩ = 0.326 kΩ

s_AP = 0.08 × 8.149 kΩ = 0.652 kΩ.

The two junctions of a pair are taken as independent. A fixed read current of 10 μA turns these resistances into mean voltages of 40.7 and 81.5 mV. Voltage is proportional to resistance here, so margins may be computed from either. The spread is static: a misread probability is the expected fraction of stored bits that read wrongly, and reading such a bit again does not cure it.

A margin of z standard deviations means that the misread probability is

Q(z) = (1/√(2π)) ∫_z^∞ exp(−x²/2) dx.

For a single junction the worse of the two states counts.

Consider first the reference at the midpoint, 6.112 kΩ. It lies 2.037 kΩ from either mean. That is 2.037/0.326 = 6.25 standard deviations for P, but 2.037/0.652 = 3.125 for AP. The margin is 3.125, while the P state has room to spare. Moving the reference down trades one against the other until both are equal. This happens at 5.432 kΩ, or 54.3 mV:

(5.432 − 4.074)/0.326 = 4.17

(8.149 − 5.432)/0.652 = 4.17.

The single-junction margin is therefore 4.17, with a misread probability of 1.5 × 10⁻⁵.

In the complementary pair, one junction is P and the other AP. The read fails when the P junction has the higher resistance. The difference of the two resistances has mean 8.149 − 4.074 = 4.074 kΩ to the digits kept. Variances of independent quantities add, even when the quantities are subtracted, so its standard deviation is

√(0.326² + 0.652²) kΩ = 0.729 kΩ.

The pair margin is 4.074/0.729 = 5.59, with a misread probability of 1.1 × 10⁻⁸. The gain is

5.59/4.17 = 1.34,

not 2. A doubled margin of 8.33 would have required a difference spread of 4.074/8.33 = 0.489 kΩ. That is less than the spread of the AP junction alone. Adding an independent junction cannot bring the noise below what one of the junctions already contributes, so the doubling is impossible here.

**The general statement**

Let the states have means m_P < m_AP, separation D = m_AP − m_P, and independent Gaussian spreads s_P and s_AP, both positive. Let the reference and the amplifier be noiseless. Then the margin of a single junction with its best reference, and that of a directly compared pair, are

z₁ = D/(s_P + s_AP)

z₂ = D/√(s_P² + s_AP²),

and their ratio G = z₂/z₁ obeys

1 < G ≤ √2,

with equality on the right if and only if s_P = s_AP.

**Proof**

Put the reference at t. A P junction is misread when its value exceeds t, and an AP junction when its value lies below t. Measured in their own standard deviations, the distances to these failures are

z_P(t) = (t − m_P)/s_P

z_AP(t) = (m_AP − t)/s_AP.

As t rises, z_P rises and z_AP falls. Let t* be the point where they are equal. Above t*, z_AP is smaller than its value at t*; below t*, z_P is smaller than its value there. Any move away from t* therefore lowers the worse of the two margins, so t* is the best reference. To find it, set z_P = z_AP and multiply by s_P s_AP:

s_AP (t* − m_P) = s_P (m_AP − t*).

Collecting the terms in t* gives

t* = (s_AP m_P + s_P m_AP)/(s_P + s_AP).

Each mean is weighted by the spread of the other state, which places the reference nearer to the narrower distribution. Subtracting m_P,

t* − m_P = [s_AP m_P + s_P m_AP − (s_P + s_AP) m_P]/(s_P + s_AP)

= s_P (m_AP − m_P)/(s_P + s_AP)

= s_P D/(s_P + s_AP).

Division by s_P gives z₁ = D/(s_P + s_AP).

For the pair, let x_P and x_AP be the two values. The difference x_AP − x_P is Gaussian, because it is a linear combination of independent Gaussian variables. Its mean is D and its variance is s_P² + s_AP². The read fails when the difference is negative, that is, when it lies more than D below its mean. This gives z₂ = D/√(s_P² + s_AP²). Storing the opposite bit exchanges the roles of the two junctions. Both come from the same population, so the margin is unchanged.

The separation cancels from the ratio:

G = (s_P + s_AP)/√(s_P² + s_AP²).

Squaring and expanding the numerator,

G² = (s_P² + s_AP² + 2 s_P s_AP)/(s_P² + s_AP²)

= 1 + 2 s_P s_AP/(s_P² + s_AP²).

The last term is positive, so G > 1. It is at most 1, because

s_P² + s_AP² − 2 s_P s_AP = (s_P − s_AP)² ≥ 0.

Hence G² ≤ 2. Equality requires the square to vanish, which means equal spreads. This completes the proof.

The equal-spread case shows the mechanism most simply. The best reference is then the midpoint, and the single margin is (D/2)/s. The pair has signal D and noise √2 s. The signal is doubled, the noise grows by √2, and the quotient grows by 2/√2 = √2.

At the other extreme, one state is much narrower than the other. The best reference then moves close to the narrow distribution, and a single junction already has nearly the whole separation available for its broad state. A second junction adds little, and G approaches 1. Numerical integration of the Gaussian densities for nine values of s_AP/s_P between 0.1 and 10, with the reference found by numerical minimization, gave gains from 1.09 at the ends of the range to 1.414 at equal spreads, in agreement with the formula.

**Another criterion for the reference**

One may prefer to minimize the average misread probability of the two states, with zeros and ones equally frequent. This cannot rescue the doubling. At t* both states have misread probability Q(z₁), so their average is also Q(z₁). The reference that minimizes the average does at least as well. If its average is written as Q(z̄), then z̄ ≥ z₁, since Q decreases with its argument. The pair has the same margin z₂ for both stored values, so

z₂/z̄ ≤ z₂/z₁ ≤ √2.

In the example z̄ = 4.18, slightly above z₁ = 4.17, and the gain drops from 1.342 to 1.337.

**Spreads proportional to resistance**

If both states have the same relative spread c, then s_P = c R_P and s_AP = c(1 + TMR)R_P, while D = TMR × R_P. The resistance scale cancels:

z₁ = TMR/[c(2 + TMR)]

z₂ = TMR/{c√[1 + (1 + TMR)²]}

G = (2 + TMR)/√[1 + (1 + TMR)²].

Changing c at fixed TMR changes both margins by the same factor and leaves G alone. To see the effect of TMR, put q = 1 + TMR, the ratio of the spreads. Then

G² = 1 + 2q/(1 + q²) = 1 + 2/(q + 1/q).

For q > 1 the sum q + 1/q increases with q, because its derivative 1 − 1/q² is positive. The gain therefore falls as TMR rises. It is 1.39 at a TMR of 50%, 1.34 at 100% and 1.26 at 200%. Both margins improve with TMR at fixed c, but the single junction improves by the larger factor.

**Where a factor of two can come from**

A gain near 2 can occur when the pair is compared with a poorer single-junction scheme, or when amplifier noise dominates.

The first such scheme keeps the reference at the midpoint. The worse state is then the broader one, with margin (D/2)/s_max, where s_max is the larger spread. The gain becomes

z₂/z_mid = 2 s_max/√(s_P² + s_AP²).

The sum under the root lies above s_max² and is at most 2s_max², so this gain lies between √2 and 2, reaching √2 for equal spreads. In the example it is 5.59/3.125 = 1.79. Part of that number belongs to the second junction, a factor of 1.34. The rest, 4.17/3.125 = 1.33, could have been had by moving the reference.

The second possibility is noise outside the cell. Let the reference fluctuate with standard deviation r and let the amplifier have a random offset with standard deviation o, both Gaussian and independent of the cells. The single-junction comparison now has total spreads √(s_P² + r² + o²) and √(s_AP² + r² + o²). The earlier argument for the best mean reference applies with these in place of s_P and s_AP. The pair uses no reference, so it sees the offset alone in addition to its own spreads. The ratio becomes

G = [√(s_P² + r² + o²) + √(s_AP² + r² + o²)]/√(s_P² + s_AP² + o²).

Three cases with equal cell spreads s are instructive.

If the reference is a device as noisy as one cell, then r = s. With o = 0,

G = 2√(2s²)/√(2s²) = 2.

Here the doubling is true. Both schemes compare two noisy devices, so they have the same noise, and the pair has twice the signal.

If the reference is the average of one P and one AP junction, its variance is (s² + s²)/4 = s²/2. Then

G = 2√(3s²/2)/√(2s²) = √3.

If the reference is noiseless but the amplifier offset is much larger than s, both schemes have nearly the same noise o, and G approaches 2. An offset ten times the cell spread gives 1.99.

Random sampling with a million draws per case gave 2.003, 1.739 and 1.988 for these three situations, against 2.000, 1.732 and 1.990 from the formula.

For the unequal spreads of the example, a reference averaged from one P and one AP junction has r = 0.729/2 = 0.364 kΩ. Even after its mean has been shifted from the midpoint to the best position, the pair gains a factor of 1.70 over it. The same pair, with the same margin of 5.59, can thus be credited with gains of 1.34, 1.70 or 1.79. The number has no meaning until the reference is specified.

**Why independence matters**

Suppose the two junctions of a pair have jointly Gaussian values with correlation coefficient ρ. Common deviations partly cancel in the difference, whose variance becomes

s_P² + s_AP² − 2ρ s_P s_AP.

If the single junction still faces the full spreads against a fixed reference, the squared gain is

G² = (s_P + s_AP)²/(s_P² + s_AP² − 2ρ s_P s_AP).

It exceeds 2 when

(s_P + s_AP)² > 2(s_P² + s_AP²) − 4ρ s_P s_AP.

Moving all terms except the correlation to the right gives

4ρ s_P s_AP > (s_P − s_AP)².

In the example s_AP = 2s_P, so the condition is 8ρ > 1, or ρ > 0.125. A gain of 2 requires the denominator of G² to equal one quarter of its numerator. In units of s_P² this reads

5 − 4ρ = 9/4,

so ρ = 11/16 = 0.6875. Good matching within pairs can thus produce a real doubling. Its source is the cancellation of shared variation, which the independent model excludes. If the shared part is uniform over a region that has its own trimmed reference, the single-junction scheme can remove it too, and the comparison must be made with what remains.

**What the smaller gain is worth**

A gain of √2 is easy to undervalue because probabilities depend on the margin so steeply. Writing exp(−x²/2) as (1/x) × x exp(−x²/2) and integrating by parts,

∫_z^∞ exp(−x²/2) dx = exp(−z²/2)/z − ∫_z^∞ exp(−x²/2)/x² dx.

The remaining integral is smaller than 1/z² times the integral on the left. For large z, therefore,

Q(z) ≈ exp(−z²/2)/(z√(2π)).

Multiplying z by G raises the exponential factor to the power G². A gain of √2 squares it; a gain of 2 would raise it to the fourth power. In the example the misread probability falls from 1.5 × 10⁻⁵ to 1.1 × 10⁻⁸, a factor of about 1,400. The doubling rule would put it at 3.9 × 10⁻¹⁷. An error in the margin that looks modest can therefore make an estimate of the need for error correction worthless.

**The model beside a real memory**

The junction size, resistance-area product, TMR and spread are rough typical values for spin-transfer memory with a magnesium oxide barrier. They do not describe a particular product. Real arrays depart from the model in several ways, and each of the following estimates changes one thing at a time unless stated.

An amplifier offset of 2 mV is equivalent to 0.20 kΩ at this read current. It lowers the margins to 3.83 and 5.39, and the gain rises to 1.41. An access transistor of 2 kΩ with a 5% spread adds an independent 0.10 kΩ to each branch; the margins become 4.07 and 5.49. If the TMR falls with the junction voltage V as 1/[1 + (V/V_h)²], with V_h = 500 mV, it is 97.5% at the read voltage of the AP state, which is a small correction. Thermal and shot noise of an AP junction at 358 K with a TMR of 85%, averaged over a 10 ns read, amount to 0.10 mV, against a P-state spread of 3.3 mV.

Temperature matters more. Suppose that at 358 K the TMR has dropped to 85%, with the P resistance and the relative spread held fixed. The pair margin is then 5.05. A single junction with a retuned reference has 3.73, a gain of 1.36. If the reference stays at its room-temperature value, the single margin is 3.49 and the gain is 1.45. This exceeds √2 without contradicting the theorem, because the reference is no longer optimal. A pair needs no such tuning, which is a benefit separate from the statistical gain.

The shape of the distribution also changes the absolute error rates. Suppose that the logarithm of resistance, not the resistance, is Gaussian, with standard deviation 0.08 in both states and medians equal to the former means. Comparing logarithms gives the same decisions as comparing resistances, and the spreads are now equal. The best reference is the geometric mean, and

z₁ = ln 2/(2 × 0.08) = 4.33

z₂ = ln 2/(√2 × 0.08) = 6.13.

The gain is √2. The pair's misread probability is 4.5 × 10⁻¹⁰, about 25 times smaller than in the Gaussian model. An 8% spread measured near the centre of a distribution does not determine its far tail, so the 12 wrong bits quoted at the start are a result of the Gaussian assumption and not a forecast for a device.

Reading can also damage the stored state. The field across a 1 nm barrier is 0.81 MV/cm in the AP state, well below a breakdown field of roughly 10 MV/cm. The read current can, however, help thermal motion to reverse a layer. For a perpendicularly magnetized layer, a simple single-domain estimate of the probability per read is

p = (t_read/τ₀) exp[−Δ(1 − I/I_c)²].

Here Δ is the energy barrier divided by the thermal energy, I_c the critical switching current and τ₀ the attempt time. With Δ = 40 at 358 K, I_c = 49.1 μA, τ₀ = 1 ns and a 10 ns read, p is about 1 × 10⁻¹⁰ for a junction whose state the current opposes. The formula assumes that the stationary escape rate holds from the start of the pulse. A 10 ns read lasts only a few magnetic damping times, so the formula overestimates p. For a damping time of 2.6 ns, which gives the same stationary rate, the single-domain Fokker–Planck equation yields about 6 × 10⁻¹², some fifteen times less. The read counts below use the simple formula and are therefore on the low side. The probability is small for one read, but it accumulates. After about 2,300 reads without rewriting, the chance that this nominal junction has reversed equals the static misread probability of the pair at that temperature. A reversal leaves the pair with two equal states. The static spread then decides the comparison. If a junction's barrier is independent of its resistance, about half of such pairs read wrongly. If variations in junction area affect both, the fraction can differ considerably from one half. In an array Δ also varies, and junctions with below-average barriers dominate the mean of p. With I_c held fixed, a Gaussian spread of 8% in Δ raises this mean about eightfold and lowers the 2,300 reads to about 290. In the single-domain model, however, I_c is itself proportional to the barrier when damping and spin-torque efficiency are the same in all junctions. The same spread then raises the mean about 95-fold and leaves only about 24 reads. A complementary pair read with the same current direction in both branches contains one vulnerable junction whichever bit is stored. A barrier of Δ = 40 is also too low for long-term storage in an array of this size. With no current, the rate exp(−Δ)/τ₀ is about 4 × 10⁻⁹ per second. Idle reversal of a nominal junction then reaches the static misread probability of the pair in about 50 s, and in about 0.3 s with an 8% spread in Δ. Holding a nominal junction to that level for ten years needs Δ of about 56, which also lowers p. The margin calculated here governs static misreads; read disturbance and retention need their own budgets.

Most of the values behind these estimates are listed in the numerical output below.

Computed values

```
Diameter 50 nm; resistance-area 8.0 ohm um^2
TMR 100 %; relative spread 8 %
Read current 10 uA; junction area 0.001963 um^2
Mean resistance P 4.0744, AP 8.1487 kohm
Spread P 0.3259, AP 0.6519 kohm
Pair difference spread 0.7288 kohm
Mean voltage P 40.74, AP 81.49 mV
Best reference 5.4325 kohm = 54.32 mV
Midpoint reference 6.1115 kohm
Single margin, best reference 4.1667 sd
Complementary pair margin 5.5902 sd
Gain 1.3416; upper bound 1.4142
False doubled margin 8.3333 sd
Misread probability, single: 1.545e-05
Expected wrong bits in 2^30, single: 1.66e+04
Misread probability, pair: 1.134e-08
Expected wrong bits in 2^30, pair: 12.2
Misread probability, false doubling: 3.930e-17
Expected wrong bits in 2^30, false doubling: 4.22e-08
Single margin at least average error 4.1802 sd
Gain over least-average-error reference 1.3373
Single margin at midpoint 3.1250 sd
Gain over midpoint reference 1.7889
Gain over averaged P/AP reference 1.6955
Pair correlation needed for gain 2: 0.6875
Gain at TMR 50, 100, 200 %: 1.3868, 1.3416, 1.2649
Scan gains: smallest 1.0945, largest 1.4142
Gain, one-cell reference, equal spreads: sampled 2.003, formula 2.000
Gain, P/AP average, equal spreads: sampled 1.739, formula 1.732
Gain, offset sd 10 times cell sd: sampled 1.988, formula 1.990
Gain, correlation 0.5, spread ratio 2: sampled 1.729, formula 1.732
Amplifier offset sd 2.0 mV = 0.20 kohm
With offset: single 3.828, pair 5.391 sd
Gain with offset 1.4082
Access device 2.0 kohm, spread 5 %
With access spread: single 4.072, pair 5.488 sd
Half-TMR bias 500 mV; TMR at read bias 97.48 %
Hot case 358 K, TMR 85 %
Hot margins: single retuned 3.728, pair 5.052 sd
Hot single margin with unchanged reference 3.491 sd
Hot gain: retuned 1.3552, unchanged 1.4473
Read time 10 ns; thermal and shot noise 0.104 mV
Barrier 1.0 nm; AP field 0.815 MV/cm
Critical density 2.5 MA/cm^2; current 49.1 uA
Hot stability factor 40; attempt time 1 ns
Hot disturb probability per junction and read 9.66e-11
Reads for disturb to match hot pair misread 2.26e+03
Lognormal misread: single 7.382e-06, pair 4.488e-10
Lognormal margins: single 4.332, pair 6.127 sd; gain 1.4142
```
